# Multiple Small-Angle Scattering of Ions by a Power-Law Potential

A fast ion of mass \(M_1\), energy \(E\), speed \(v\) and momentum \(p\) crosses a layer of thickness \(x\) that holds \(N\) atoms of mass \(M_2\) per unit volume. The atoms are placed at random, so successive collisions are independent. Each atom repels the ion with the potential

\[
V(r)=\frac{A}{r^{s}},\qquad s>1,\qquad m\equiv\frac1s,\qquad 0<m<1 .
\]

All deflections are taken to be small. The direction of the ion is then described by a two-component vector \(\boldsymbol\theta\) transverse to the beam, the vectors of successive collisions add, and the plane of \(\boldsymbol\theta\) may be extended to infinity. Energy loss is neglected until part (g). The polar angle is \(\theta=|\boldsymbol\theta|\), measured in the laboratory.

## (a) One collision

**Find the deflection at impact parameter \(b\), to first order in the potential.**

To this order the ion moves on the straight line \(z=vt\) at distance \(b\) from an atom at rest. The recoil of the atom changes the distance \(r\) by an amount that is itself of first order in \(A\), so it alters the deflection only at second order.

The force is \(sA/r^{s+1}\), and its transverse part is this times \(b/r\). With \(dt=dz/v\) and \(pv=2E\),

\[
\theta=\frac{p_\perp}{p}=\frac{1}{2E}\int_{-\infty}^{\infty}\frac{sA\,b\,dz}{(b^2+z^2)^{(s+2)/2}} .
\]

Put \(z=b\tan\varphi\). Then \(dz=b\,d\varphi/\cos^2\varphi\) and \(b^2+z^2=b^2/\cos^2\varphi\), so the integral becomes

\[
\frac{sA}{b^{s}}\int_{-\pi/2}^{\pi/2}\cos^{s}\varphi\,d\varphi
=\frac{sA}{b^{s}}\,\frac{\sqrt\pi\,\Gamma(\frac{s+1}{2})}{\Gamma(\frac s2+1)} .
\]

Since \(\Gamma(\frac s2+1)=\frac s2\Gamma(\frac s2)\), the factor \(s/2\) cancels:

\[
\theta(b)=\frac{B}{b^{s}},\qquad
B=\frac AE\,\frac{\sqrt\pi\,\Gamma(\frac{s+1}{2})}{\Gamma(\frac s2)} .
\]

For \(s=2\) this gives \(B=\pi A/(2E)\). As a test, the motion of both atoms was integrated for boron at 100 keV on silicon, with \(A\) chosen to make the formula give 1 mrad. The ratio of the true angle to the formula was 0.9996, 0.9993 and 0.9990 for \(s=1.5\), 2 and 3.

## (b) The cross section

**Find the cross section for deflection, and express it through the recoil energy \(T\).**

The deflection exceeds \(\theta\) when \(b<(B/\theta)^{1/s}=(B/\theta)^m\). Hence

\[
\sigma(>\theta)=\pi b^2=\pi\left(\frac B\theta\right)^{2m},\qquad
d\sigma=2\pi m B^{2m}\theta^{-1-2m}d\theta .
\]

The collision is axially symmetric, so \(2\pi\theta\,d\theta\) stands for the area element \(d^2\theta\), and

\[
d\sigma=mB^{2m}\,|\boldsymbol\theta|^{-2-2m}\,d^2\theta .
\]

Momentum conservation gives the atom the transverse momentum \(p\theta\). At leading order this is its whole momentum, so \(T=p^2\theta^2/(2M_2)=(M_1/M_2)E\theta^2\). Therefore

\[
\sigma(>T)=\pi B^{2m}\left(\frac{M_1E}{M_2T}\right)^m .
\]

Because \(B\propto1/E\), this varies as \(E^{-m}T^{-m}\). Differentiation gives \(d\sigma\propto E^{-m}T^{-1-m}dT\), the Lindhard power-law cross section.

The total cross section is infinite, because arbitrarily distant atoms deflect the ion a little. The next part must deal with this.

## (c) Many collisions

**Find the characteristic function \(P(k)=\langle e^{i\mathbf k\cdot\boldsymbol\theta}\rangle\) after thickness \(x\) as an integral over the cross section.**

Keep at first only deflections above a cutoff \(\theta_0\). Their cross section \(\sigma_0=\sigma(>\theta_0)\) is finite, and their number is Poisson distributed with mean \(\mu=Nx\sigma_0\). The average of \(e^{ik\theta\cos\varphi}\) over the azimuth \(\varphi\) is the Bessel function \(J_0(k\theta)\), so one collision has the characteristic function

\[
\chi(k)=\frac1{\sigma_0}\int_{\theta>\theta_0}J_0(k\theta)\,d\sigma .
\]

For \(n\) independent collisions it is \(\chi^n\). Summing over \(n\),

\[
\sum_{n=0}^{\infty}e^{-\mu}\frac{\mu^n}{n!}\chi^n=e^{-\mu(1-\chi)}
=\exp\left\{-Nx\int_{\theta>\theta_0}[1-J_0(k\theta)]\,d\sigma\right\}.
\]

Now let \(\theta_0\to0\). From \(1-\cos y\le y^2/2\), averaged over azimuth, \(1-J_0(k\theta)\le k^2\theta^2/4\). The part of the exponent left out by the cutoff is therefore at most

\[
Nx\,\frac{k^2}{4}\int_0^{\theta_0}2\pi mB^{2m}\theta^{1-2m}d\theta
=\frac{\pi m}{4(1-m)}\,Nx\,k^2B^{2m}\theta_0^{2-2m},
\]

which vanishes for \(m<1\). At large angles the integrand falls as \(\theta^{-1-2m}\), which is integrable for \(m>0\). Thus

\[
P(k)=e^{-Nx\sigma(k)},\qquad \sigma(k)=\int[1-J_0(k\theta)]\,d\sigma .
\]

The soft collisions are infinite in number, but their summed effect is finite.

## (d) The law and its width

**Evaluate \(\sigma(k)\). What kind of distribution results, and how does its width depend on thickness?**

Write the power of the angle as a superposition of Gaussians:

\[
|\boldsymbol\theta|^{-2-2m}=\frac1{\Gamma(1+m)}\int_0^\infty t^{m}e^{-t\theta^2}dt .
\]

The factor \(1-J_0\) is the azimuthal average of \(1-\cos(\mathbf k\cdot\boldsymbol\theta)\ge0\). All terms are non-negative, so the order of integration may be exchanged. The Gaussian integral is

\[
\int d^2\theta\,e^{-t\theta^2}[1-\cos(\mathbf k\cdot\boldsymbol\theta)]
=\frac\pi t\left(1-e^{-k^2/4t}\right),
\]

and therefore

\[
\sigma(k)=\frac{\pi mB^{2m}}{\Gamma(1+m)}\int_0^\infty t^{m-1}\left(1-e^{-k^2/4t}\right)dt .
\]

Substitute \(u=k^2/(4t)\), for which \(dt/t\) becomes \(du/u\) once the limits are reordered. The integral is \((k/2)^{2m}\int_0^\infty u^{-m-1}(1-e^{-u})du\). Integrating by parts,

\[
\int_0^\infty u^{-m-1}(1-e^{-u})du
=\left[-\frac{u^{-m}}m(1-e^{-u})\right]_0^\infty+\frac1m\int_0^\infty u^{-m}e^{-u}du
=\frac{\Gamma(1-m)}m .
\]

The boundary term vanishes at both ends for \(0<m<1\). The factors \(m\) cancel, leaving

\[
\sigma(k)=\pi\left(\frac{Bk}2\right)^{2m}\frac{\Gamma(1-m)}{\Gamma(1+m)} ,
\]

\[
\boxed{P(k)=e^{-(wk)^{2m}},\qquad
w=\frac B2\left[\pi Nx\,\frac{\Gamma(1-m)}{\Gamma(1+m)}\right]^{1/(2m)}}
\]

For \(n\) equal layers in succession the characteristic functions multiply:

\[
[P(k)]^n=e^{-n(wk)^{2m}}=P\left(n^{1/(2m)}k\right).
\]

The sum of \(n\) independent deflection vectors is distributed like one of them stretched by \(n^{1/(2m)}\). This is the defining property of a stable law, here isotropic and of index \(2m\). Choosing \(\mathbf k\) along one axis shows that a projected angle is stable too, with characteristic function \(e^{-|wk|^{2m}}\). The property concerns these additive quantities; polar angles of successive layers do not add.

Since \(P\) depends on \(k\) only through \(wk\), the density has the form \(w^{-2}F_m(\theta/w)\). Its shape is fixed, and every quantile of the polar angle, such as the median, is a fixed multiple of \(w\). At fixed energy and material,

\[
\text{angular width}\propto x^{1/(2m)} .
\]

The physical reason lies in the closest collision. Its impact parameter is set by \(\pi b^2Nx\sim1\), so \(b\propto x^{-1/2}\), and its deflection grows as \(b^{-s}\propto x^{s/2}=x^{1/(2m)}\). This is faster than the \(x^{1/2}\) of ordinary diffusion, because a thicker layer gives access to rarer and harder collisions.

Random collision sums test the exponent. For each \(m\), 20,000 walks were made at two thicknesses in the ratio 4, with on average 60, 100 and 250 collisions in the thinner layer for \(m=0.3\), 0.5 and 0.6. The medians gave exponents 1.676, 1.005 and 0.844; the law gives 1.667, 1.000 and 0.833.

## (e) The polar angle, and a closed case

**Find the probability that the polar angle lies below \(\theta\), and evaluate it for \(m=1/2\).**

The inverse transform of an isotropic function in the plane is

\[
f(\theta)=\frac1{2\pi}\int_0^\infty kJ_0(k\theta)\,e^{-(wk)^{2m}}dk .
\]

Multiply by \(2\pi\theta\) and integrate from zero, using \(\int_0^\theta\theta'J_0(k\theta')d\theta'=\theta J_1(k\theta)/k\):

\[
P(<\theta)=\theta\int_0^\infty J_1(k\theta)\,e^{-(wk)^{2m}}dk .
\]

For \(m=1/2\), use \(\theta J_1(k\theta)=-dJ_0(k\theta)/dk\) and integrate by parts:

\[
P(<\theta)=1-w\int_0^\infty J_0(k\theta)e^{-wk}dk .
\]

Insert the azimuthal average for \(J_0\) and do the \(k\) integral first. The imaginary part averages to zero, and with \(\tau=\tan\varphi\)

\[
\int_0^\infty J_0(k\theta)e^{-wk}dk
=\left\langle\frac{w}{w^2+\theta^2\cos^2\varphi}\right\rangle_\varphi
=\frac{2w}\pi\int_0^\infty\frac{d\tau}{w^2\tau^2+w^2+\theta^2}
=\frac1{\sqrt{w^2+\theta^2}} .
\]

The result is the two-dimensional Cauchy law,

\[
P(>\theta)=\frac{w}{\sqrt{w^2+\theta^2}},\qquad w=\pi NxB ,
\]

where \(\Gamma(1/2)/\Gamma(3/2)=2\) has cancelled the factor \(1/2\) in \(w\). Setting \(P(>\theta)=1/2\) gives \(\theta^2=3w^2\), so the median is \(\sqrt3\,w\). For \(m=0.3\) and 0.6, numerical evaluation of the general integral gives medians of \(2.116\,w\) and \(1.680\,w\).

## (f) Large angles, and why the rms is no measure of this width

**Find \(P(>\theta)\) for \(\theta\gg w\). What happens to the rms angle, and what changes if single deflections have a largest value?**

Choose small fixed numbers \(\varepsilon\) and \(\delta\), and call a collision hard if it deflects by more than \(\varepsilon\theta\). The mean number of hard collisions is \(\varepsilon^{-2m}Nx\sigma(>\theta)\), which tends to zero as \(\theta\) grows. The probability of two or more is of second order in it.

In the sum of the soft collisions the cross terms average to zero by isotropy, so the mean square is

\[
Nx\int_0^{\varepsilon\theta}\theta'^2d\sigma=\frac{\pi m}{1-m}NxB^{2m}(\varepsilon\theta)^{2-2m} .
\]

By Chebyshev's inequality, the soft sum exceeds \(\delta\theta\) with probability at most

\[
\frac{m}{1-m}\,\frac{\varepsilon^{2-2m}}{\delta^2}\,Nx\sigma(>\theta).
\]

This is a small fraction of \(Nx\sigma(>\theta)\) when \(\varepsilon^{2-2m}\ll\delta^2\). What remains is one hard collision that supplies the angle to within a fraction \(\delta\). Letting \(\varepsilon\to0\) first and then \(\delta\to0\),

\[
P(>\theta)\to Nx\,\sigma(>\theta)=\pi Nx\left(\frac B\theta\right)^{2m}.
\]

A large total angle is thus the work of a single collision. At \(\theta=40w\) the ratio of the two sides is 1.006 for \(m=0.6\) and 1.008 for \(m=0.75\).

The moment \(\langle\theta^q\rangle=\int_0^\infty q\theta^{q-1}P(>\theta)d\theta\) converges only for \(q<2m\). Since \(2m<2\), the rms angle is infinite, and "width" must mean a quantile or a half-width.

If single deflections cannot exceed \(\theta_{\max}\), the second moment is finite:

\[
\langle\theta^2\rangle=\frac{\pi m}{1-m}NxB^{2m}\theta_{\max}^{2-2m} .
\]

At fixed \(\theta_{\max}\) the rms angle grows as \(x^{1/2}\). The median still follows the stable law as long as \(Nx\sigma(>\theta_{\max})\ll1\), because the removed collisions are then mostly absent anyway. For \(m=1/2\), with \(\theta_{\max}\) equal to 100 times the \(w\) of the thinner layer and thicknesses in the ratio 4, random sums gave exponents of 0.52 for the rms and 0.97 for the median. When \(Nx\sigma(>\theta_{\max})\gg1\), the central limit theorem takes over and the distribution tends to a Gaussian, provided the angles are still small.

## (g) The edge \(m=1\), and slow energy loss

**What replaces the law at \(m=1\)? How does a gradual loss of energy change \(w\)?**

At \(m=1\) the soft collisions no longer give a finite sum: the integrand of \(\sigma(k)\) behaves as \(k^2/\theta\) near zero. Screening must supply a smallest angle \(\theta_{\min}\). For \(k\theta_{\min}\ll1\) the range \(\theta_{\min}<\theta<1/k\) dominates, and

\[
\sigma(k)\simeq2\pi B^2\,\frac{k^2}4\int_{\theta_{\min}}^{1/k}\frac{d\theta}\theta
=\frac{\pi B^2k^2}2\ln\frac1{k\theta_{\min}} .
\]

This is the leading logarithm only: a sharp cutoff adds the constant \(1+\ln2-\gamma\approx1.12\) to it, with \(\gamma\) Euler's constant, which is still a 24 % correction at \(k\theta_{\min}=0.01\). A Gaussian with mean square \(\Theta^2\) has \(P(k)=e^{-k^2\Theta^2/4}\). Setting \(k\sim1/\Theta\) in the logarithm gives \(\Theta^2\simeq2\pi NxB^2\ln(\Theta/\theta_{\min})\). The centre of the distribution is nearly Gaussian, and its width grows as \(x^{1/2}\) times a slowly varying logarithm.

For a smooth energy profile \(E(x')\), the exponents of thin slices add, so \(w^{2m}\) becomes an integral over depth. For \(m=1/2\) this reads \(w=\pi N\int_0^xB(E(x'))\,dx'\). With \(B\propto1/E\) and a constant stopping power that removes the fraction \(\eta\) of the energy, \(w\) is multiplied by

\[
\int_0^1\frac{dy}{1-\eta y}=-\frac{\ln(1-\eta)}\eta\simeq1+\frac\eta2 .
\]

## (h) Boron through a thin amorphous silicon layer

**Estimate the median angle for boron at 100 keV after 6 nm of amorphous silicon, with \(N=5.0\times10^{22}\ \mathrm{cm^{-3}}=50\ \mathrm{nm^{-3}}\).**

A power law can only imitate a screened atom over a limited range of \(b\). The ZBL universal potential serves as the reference. In Hartree atomic units it is

\[
V=\frac{Z_1Z_2}r\sum_ic_ie^{-d_ir/a},\qquad a=\frac{0.8854}{Z_1^{0.23}+Z_2^{0.23}},
\]

with \(c_i=0.18175,\,0.50986,\,0.28022,\,0.028171\) and \(d_i=3.1998,\,0.94229,\,0.4029,\,0.20162\). Here \(a=0.01427\) nm. The integral of \(V\) along the straight path is \(2Z_1Z_2\sum_ic_iK_0(d_ib/a)\). Its negative derivative with respect to \(b\), divided by \(2E\), is the deflection:

\[
\theta(b)=\frac{Z_1Z_2}{Ea}\sum_ic_id_iK_1(d_ib/a) .
\]

The local exponent \(-d\ln\theta/d\ln b\) equals 2 at \(b=0.0308\) nm, where \(\theta=11.38\) mrad. Matching the inverse-square potential there gives \(m=1/2\) and

\[
B=\theta b^2=1.081\times10^{-5}\ \mathrm{rad\,nm^2},\qquad
A=\frac{2EB}\pi=0.688\ \mathrm{eV\,nm^2}.
\]

The layer holds on average \(\pi Nxb^2=0.895\) collisions closer than this \(b\), so the match is made near the closest collision that an ion typically meets. Then

\[
w=\pi NxB=\pi(50)(6)(1.081\times10^{-5})=10.2\ \mathrm{mrad},
\]

\[
\theta_{\rm median}=\sqrt3\,w=17.6\ \mathrm{mrad}=1.01^\circ .
\]

## (i) How far the estimate can be trusted

**Compare with the full screened potential and size the neglected effects.**

Putting the ZBL deflection function into the integral of part (c) gives these medians:

| \(x\) (nm) | power law (mrad) | ZBL (mrad) |
|---|---|---|
| 3 | 8.8 | 7.9 |
| 6 | 17.6 | 16.4 |
| 12 | 35.3 | 31.5 |

At 6 nm the power law lies 7.4 % above ZBL. From 3 to 12 nm the ZBL median grows with a mean exponent of 1.00, but this hides a drift: it grows by a factor 2.09 in the first doubling and 1.92 in the second. The local exponent \(s\) falls from 2.66 at twice the matching \(b\) to 1.55 at half of it. By the argument of part (d), thicker layers probe smaller \(b\) and should show a smaller thickness exponent \(s/2\), as they do here.

The tail is less well described. Beyond \(10^\circ\) the power law puts 5.8 % of the ions, ZBL in the impulse approximation 2.5 %.

The other corrections estimated here are smaller:

- Lindhard–Scharff electronic stopping takes 1.23 keV and ZBL nuclear stopping 0.18 keV, together 1.4 % of the energy. Treated as a smooth loss, by part (g) this widens the distribution by 0.7 %. The mean nuclear loss comes mostly from rare hard collisions, so a typical ion loses little more than the electronic part, which gives 0.6 %.
- For the valence electrons, take \(2\hbar k_F\) as the scale of one momentum transfer, and this momentum times \(v\) as the scale of its energy cost. The electronic loss \(\Delta E_e\) then puts the rms angle from electrons at roughly \(\sqrt{2\hbar k_F\Delta E_e/v}\,/p\approx1\) mrad. This is an order-of-magnitude estimate, not a bound, although the numerical output labels it an "upper estimate": the ion moves at about 0.6 of the Fermi speed, and a single transfer can reach \(2(\hbar k_F+m_ev)\), with \(m_e\) the electron mass.
- At the matching \(b\), the impulse formula exceeds the angle from the two-atom trajectory by 0.75 %. The excess grows with the angle, to about 3 % at 0.1 rad and 5 % at 0.22 rad. With exact two-body angles the ZBL medians in the table fall by about 0.5 to 1.2 % and the tail beyond \(10^\circ\) falls from 2.5 % to about 2.3 %.
- The product \(pb\theta\) is about \(80\hbar\) there, so the transverse kick is far above the quantum uncertainty for an ion localised within \(b\), and a classical deflection is justified.

The energy, density and thickness are round values assumed for the example. For a much thicker layer the matching must be redone at smaller \(b\), and energy loss matters more. The assumption of a single power law fails in any real atom; compared with the ZBL model, it raises the median by about 7 % at 6 nm and by about 12 % at 3 and 12 nm, and at 6 nm it raises the tail beyond \(10^\circ\) by more than a factor of two. ZBL is itself a model, not a measurement. Random, independent placement is an approximation even for amorphous silicon, whose atoms keep a minimum distance and have short-range order; the resulting error is not included in the comparison above. In crystalline silicon the impact parameters of successive collisions are strongly correlated and channelling is possible, so the independent-collision law does not apply; the size of that change is not estimated here. The numerical output lists the values to more digits.

## Computed values

```
trajectory/impulse angle, s=1.5: 0.99958
trajectory/impulse angle, s=2.0: 0.99933
trajectory/impulse angle, s=3.0: 0.99898
Bessel integral, m=0.25: 1.911955 (formula 1.911955)
Bessel integral, m=0.5: 1.000000 (formula 1.000000)
Bessel integral, m=0.8: 1.016239 (formula 1.016239)
tail/single-collision probability at 40w, m=0.6: 1.0064
tail/single-collision probability at 40w, m=0.75: 1.0083
m=0.3: median/w 2.1159; exponent sampled 1.676, law 1.667
m=0.5: median/w 1.7321; exponent sampled 1.005, law 1.000
m=0.6: median/w 1.6804; exponent sampled 0.844, law 0.833
largest angle 100w, m=0.5: rms exponent 0.522, median exponent 0.968
ion energy: 100 keV; ion mass 11.0 u, atom mass 28.1 u
atomic density: 5.00e+22 cm^-3
screening length: 0.01427 nm
matching impact parameter: 0.03081 nm
deflection there: 11.384 mrad
local exponent s at half, twice that b: 1.545, 2.665
A of A/r^2: 0.6879 eV nm^2
B of B/b^2: 1.0806e-05 rad nm^2
mean collisions inside matching b, 6 nm: 0.895
x=3 nm: w 5.092, median 8.820, ZBL median 7.869 mrad
x=6 nm: w 10.184, median 17.639, ZBL median 16.426 mrad
x=12 nm: w 20.368, median 35.278, ZBL median 31.536 mrad
median at 6 nm: 1.011 degrees
ZBL thickness exponent, 3 to 12 nm: 1.001
power-law median relative to ZBL, 6 nm: +7.4 %
probability beyond 10 degrees: power law 5.83 %, ZBL 2.45 %
electronic energy loss: 1.234 keV
nuclear energy loss: 0.179 keV
total loss / energy: 1.41 %
width increase from energy loss: 0.71 %
rms angle from electrons, upper estimate: 0.986 mrad
impulse angle error at matching b: +0.75 %
classical test p*b*theta: 80.5 hbar
```
